# Why opposite-azimuth rocking curves cancel small epilayer tilt

## Definitions and conventions

A rocking curve of an epitaxial film records diffracted intensity while the incidence angle $\omega$ is scanned, with the detector open wide enough to accept both the film and the substrate beams. The reflection considered here is symmetric: the diffracting planes are nearly parallel to the wafer surface. Their spacings are $d_s$ in the substrate and $d_l$ in the layer, and the Bragg angles follow from

$$\sin\theta_s=\frac{\lambda}{2d_s},\qquad \sin\theta_l=\frac{\lambda}{2d_l}.$$

The sample turns through the azimuth $\phi$ about the $\phi$ axis, which is perpendicular to the $\omega$ axis. Take $z$ along the $\phi$ axis, $y$ along the $\omega$ axis, and $x$ along the projection of the incident beam on the plane perpendicular to $z$. The angle $\omega$ is measured from that plane to the beam. The signed separation is

$$S(\phi)=\omega_l-\omega_s ,$$

layer minus substrate. The layer normal is tilted from the substrate normal by a small angle $\tau$, in a direction $\alpha$ fixed in the sample and measured from $x$ at $\phi=0$.

The wavelength and the illuminated spot are assumed to be the same in all scans, and nothing but $\phi$ is readjusted between them. Refraction is left out at first.

## What a half turn reverses

The Bragg angle depends on a spacing and a wavelength, neither of which knows how the wafer is turned. The incidence angle at which a peak appears also depends on how far the planes lean towards or away from the beam. This lean is the component of a vector fixed in the sample, and a half turn reverses it.

To make this quantitative, let $\mathbf n$ be the unit normal of one set of planes and $\mathbf G=(2\pi/d)\,\mathbf n$ its diffraction vector. Elastic scattering requires $|\mathbf k+\mathbf G|=|\mathbf k|$. Squaring gives $2\mathbf k\cdot\mathbf G+G^2=0$. With $|\mathbf k|=2\pi/\lambda$, division by $2|\mathbf k|G$ gives

$$-\hat{\mathbf k}\cdot\mathbf n=\frac{G}{2|\mathbf k|}=\frac{\lambda}{2d}=\sin\theta .$$

In the chosen axes,

$$\hat{\mathbf k}=(\cos\omega,\,0,\,-\sin\omega),\qquad \mathbf n=(\sin t\cos\psi,\ \sin t\sin\psi,\ \cos t),$$

where $t$ is the angle between the normal and the $\phi$ axis, and $\psi$ is the direction of lean relative to the beam. The scattering condition becomes

$$\sin\omega\cos t-\cos\omega\sin t\cos\psi=\sin\theta .$$

The left side is a single sine. Define $N>0$ and $t_x$ by $N\cos t_x=\cos t$ and $N\sin t_x=\sin t\cos\psi$. Dividing these relations, and adding their squares, gives

$$\tan t_x=\tan t\cos\psi,\qquad N^2=\cos^2t+\sin^2t\cos^2\psi=1-\sin^2t\sin^2\psi=1-n_y^2 .$$

The condition is then $N\sin(\omega-t_x)=\sin\theta$. On the branch that reduces to $\omega=\theta$ without lean,

$$\omega=t_x+\arcsin\!\left(\frac{\sin\theta}{N}\right).$$

Here $t_x$ is the lean within the diffraction plane, positive when the normal leans downstream. A downstream lean makes the beam meet the planes at a shallower angle, so $\omega$ must be raised to compensate.

A half turn replaces $\psi$ by $\psi+180^\circ$. Then $t_x$ changes sign while $N$, which contains $n_y$ squared, does not. The mean of the two peak positions contains no $t_x$ at all. The in-plane lean therefore cancels completely, whereas the out-of-plane lean survives through $N$.

## The separation and its average

Subtracting the peak positions of substrate and layer gives

$$S=(t_{lx}-t_{sx})+\arcsin\frac{\sin\theta_l}{N_l}-\arcsin\frac{\sin\theta_s}{N_s}.$$

For small angles, $t_x\simeq n_x$, and $N$ differs from one only in second order. The difference between the two normals is a vector of length $\tau$ which, after the sample has turned by $\phi$, points in the direction $\phi+\alpha$. Its $x$ component is $\tau\cos(\phi+\alpha)$. To first order,

$$S(\phi)=\Delta\theta+\tau\cos(\phi+\alpha),\qquad \Delta\theta=\theta_l-\theta_s .$$

The common lean of the wafer on its holder has dropped out, because it moves both peaks equally. Since $\cos(\phi+\alpha+180^\circ)=-\cos(\phi+\alpha)$,

$$\frac{S(\phi)+S(\phi+180^\circ)}{2}=\Delta\theta$$

to the same order. Half the difference of the two scans gives the tilt component along the beam:

$$\frac{S(\phi)-S(\phi+180^\circ)}{2}=\tau\cos(\phi+\alpha).$$

One pair thus removes the tilt from the mean, but it measures only one tilt component. Equal separations at $0^\circ$ and $180^\circ$ do not prove that the layer is untilted, since it may lean sideways. A second pair at $90^\circ$ and $270^\circ$ gives $\tau\cos(90^\circ+\alpha)=-\tau\sin\alpha$, which completes the vector.

## What the average leaves behind

The remainder follows from expanding $N$. For small $n_y$, $1/N=(1-n_y^2)^{-1/2}\simeq1+n_y^2/2$. The argument of the arcsine rises by $\tfrac12 n_y^2\sin\theta$, and the slope of the arcsine there is $1/\cos\theta$, so

$$\arcsin\frac{\sin\theta}{N}\simeq\theta+\tfrac12 n_y^2\tan\theta .$$

The averaged separation therefore exceeds $\Delta\theta$ by

$$R=\tfrac12\left(n_{ly}^2\tan\theta_l-n_{sy}^2\tan\theta_s\right).$$

Write $n_{ly}\simeq n_{sy}+\tau_y$, with $\tau_y=\tau\sin(\phi+\alpha)$, and neglect the small difference between the two tangents. Then

$$R\simeq\tan\theta_s\left(n_{sy}\tau_y+\tfrac12\tau_y^2\right).$$

Two cases matter. If the substrate normal lies along the $\phi$ axis, $n_{sy}=0$ and the residue is quadratic in the tilt. If $|n_{sy}|$ is much larger than $|\tau_y|$, the product term outweighs the square and the residue is linear in the tilt, though multiplied by the small offset. The neglected difference between the tangents adds about $n_{sy}^2\Delta\theta/(2\cos^2\theta_s)$, which is negligible only while $|n_{sy}\Delta\theta|\ll|\tau_y|\sin2\theta_s$. With the numbers of the example below, an offset of several degrees already calls for the full form of $R$.

## A worked case

Consider a (001) wafer with cubic lattice parameter 0.565 nm, measured in the 004 reflection at $\lambda=0.154$ nm. The substrate spacing is $0.565/4=0.14125$ nm, so $\sin\theta_s=0.154/0.2825=0.5451$ and $\theta_s=33.034^\circ$. The layer is 500 nm thick, with a perpendicular mismatch $\varepsilon=d_l/d_s-1=0.200\%$. This gives $\theta_l=32.959^\circ$ and $\Delta\theta=-267.6$ arcsec. The tilt is $\tau=60$ arcsec at $\alpha=20^\circ$, and the substrate normal is $0.3^\circ$ from the $\phi$ axis, in the direction $50^\circ$.

A separation is converted to mismatch by

$$\varepsilon=\frac{\sin\theta_s}{\sin(\theta_s+S)}-1\simeq-\frac{S}{\tan\theta_s},$$

which is correct for the tilt-free value $S=\Delta\theta$. Solving the elastic-scattering condition numerically for each orientation gives:

| Azimuth | $S$ (arcsec) | Inferred $\varepsilon$ |
|---|---:|---:|
| $0^\circ$ | −211.2 | 0.158% |
| $90^\circ$ | −288.0 | 0.215% |
| $180^\circ$ | −323.9 | 0.242% |
| $270^\circ$ | −246.9 | 0.185% |

At $0^\circ$ the tilt contributes $60\cos20^\circ=56.4$ arcsec and brings the peaks closer together; at $180^\circ$ it moves them apart by the same amount. Either scan alone misjudges the mismatch by about 21% of its true value. Their mean is

$$\tfrac12(-211.16-323.93)=-267.55\ \text{arcsec},$$

which returns $\varepsilon=0.200\%$.

The half-differences of the two pairs are 56.38 and −20.52 arcsec. Hence $\tau=\sqrt{56.38^2+20.52^2}=60.0$ arcsec, and $\tan\alpha=20.52/56.38$ gives $\alpha=20.0^\circ$. By contrast, the mean of the scans at $0^\circ$ and $90^\circ$ is wrong by 18 arcsec: those two tilt components are not opposite.

The residue of the $0^\circ/180^\circ$ mean is 0.05 arcsec. Its main part can be checked by hand: $n_{sy}=\sin0.3^\circ\sin50^\circ=0.0040$ and $\tau_y=60\sin20^\circ=20.5$ arcsec, so $\tan\theta_s\,n_{sy}\tau_y=0.650\times0.0040\times20.5\simeq0.05$ arcsec. Among pairs sampled every $10^\circ$, the largest residue is 0.19 arcsec, under 0.1% of $|\Delta\theta|$.

## Where “small tilt” ends

For a substrate normal on the $\phi$ axis and a layer leaning $1^\circ$ out of the diffraction plane, $R\simeq\tfrac12\times0.65\times(0.01745)^2=9.9\times10^{-5}$ rad, or about 20 arcsec. That is some 8% of the separation in this example, so the simple average is no longer adequate. The residue can be calculated from the measured tilt and subtracted, or the pair can be chosen with the tilt direction in the diffraction plane.

A tilt larger than $|\Delta\theta|$ causes a different difficulty, because the layer peak can cross the substrate peak. Suppose that $\tau=400$ arcsec lies along the beam at $\phi=0$. To first order, the separations are $-267.6+400=132.4$ and $-267.6-400=-667.6$ arcsec. Their signed mean is still −267.6 arcsec, but the mean of their magnitudes is 400 arcsec. The peaks must therefore be identified, not merely measured apart.

## Errors that averaging does not remove

If the second azimuth misses the half turn by a small angle $\eta$, the tilt left in the mean is

$$\frac{\tau}{2}\left[\cos(\phi+\alpha)-\cos(\phi+\alpha+\eta)\right]\simeq\frac{\tau\eta}{2}\sin(\phi+\alpha).$$

For $\eta=1^\circ$ and $\tau=60$ arcsec this is at most 0.52 arcsec.

Refraction does not reverse when the surface is parallel to the planes. With refractive index $1-\delta$ and internal angle $\theta'$, Snell's law reads $\cos\omega=(1-\delta)\cos\theta'$, and Bragg's law inside the crystal reads $\sin\theta=(1-\delta)\sin\theta'$. Squaring and adding gives $\cos^2\omega+\sin^2\theta=(1-\delta)^2$, hence $\sin^2\omega\simeq\sin^2\theta+2\delta$ and

$$\omega-\theta\simeq\frac{2\delta}{\sin2\theta}.$$

A free-electron estimate for gallium arsenide, $\delta=1.51\times10^{-5}$, gives a shift of 6.8 arcsec. Nearly all of it is common to both peaks: if the layer's electron density is assumed to be 1% higher, the separation changes by only 0.08 arcsec.

Two other effects are larger. In a single-scattering model of a dislocation-free, untilted layer joined coherently to the substrate at an abrupt interface, the layer peak is 34 arcsec wide at half maximum, and interference with the substrate pulls it 0.8 arcsec towards the substrate peak (about 0.7 arcsec in two-wave dynamical theory). The pull depends on the phase at the interface and reverses if the layer is displaced by half a plane spacing. It nearly vanishes once dislocations destroy the coherence, and such a layer has a broader peak. The model also says nothing about the shape of the substrate peak. For a plane wave it is about 8 arcsec wide and skewed by absorption, with its maximum some 3 arcsec below the midpoint at half height, so the midpoint is the safer position to record. A temperature rise of 1 K between recording the substrate and layer peaks shifts the later one by −0.8 arcsec, for a rough expansion coefficient of $6\times10^{-6}$ per kelvin. The coherent pull and the drift are each about 0.3% of the separation, so quoting the mean to hundredths of an arcsecond serves to display the geometry, not the accuracy of a measurement.

## Comparison with real layers

These round parameters are in the regime of a dilute, partly relaxed indium gallium arsenide layer on gallium arsenide. A tilt of 60 arcsec is large for so small a mismatch. On an on-axis wafer it needs about one 60° misfit dislocation per micrometre, all tilting the same way, which relaxes about a fifth of the misfit and broadens the layer peak to roughly 100 arcsec. A coherent layer would need an offcut of about $8^\circ$. By contrast, strongly relaxed buffers with larger mismatch can tilt far more. The assumption of an identical illuminated spot can fail on a real wafer, because the beam may miss the rotation centre and the composition may vary across the wafer. If the mismatch at the second spot differs by 1% of its value, $S$ there changes by about 2.7 arcsec and the mean by 1.3 arcsec. The mean also yields only the perpendicular mismatch. In a partly relaxed layer, composition cannot be deduced from it without knowledge of the in-plane lattice parameter.

## Practice

1. Put the illuminated spot on the $\phi$ axis. For a deliberately offcut wafer, align the normal of the substrate's diffracting planes, not that of its surface, with that axis if the holder allows it, which removes the product term in $R$.
2. Open the detector far enough. Here the two exit beams differ by $2|\Delta\theta|=0.149^\circ$ in the diffraction plane, and the substrate beam leaves that plane by up to $0.327^\circ$.
3. Record $S$ with its sign at $\phi$ and $\phi+180^\circ$, and average the separations before converting to mismatch.
4. Add the perpendicular pair when the tilt itself is wanted. The two means should agree within the errors above; here they are −267.55 and −267.47 arcsec. A larger disagreement can come from a changed spot, drift, a misidentified peak, a tilt that is not small, or a substrate normal several degrees from the $\phi$ axis.
5. If the peaks overlap at one azimuth, look for another opposite pair in which both scans resolve them. With an open detector, a single well-resolved scan cannot separate tilt from strain; measuring the exit angles as well, for example with an analyser crystal, gives $2\Delta\theta$ directly.

The remaining computed values are in the numerical output below.

## Computed results

```
wavelength: 0.154 nm
substrate lattice parameter: 0.565 nm
substrate 004 plane spacing: 0.14125 nm
layer 004 plane spacing: 0.14153 nm
true perpendicular mismatch: 0.2000 percent
layer thickness: 500 nm
layer tilt tau: 60.00 arcsec
tilt direction alpha: 20.00 deg
wafer offset from phi axis: 0.30 deg
wafer offset direction: 50.00 deg
substrate Bragg angle: 33.0337 deg
layer Bragg angle: 32.9594 deg
true Bragg-angle difference: -267.60 arcsec
separation at azimuth 0 deg: -211.16 arcsec
  mismatch inferred from it: 0.1577 percent
separation at azimuth 90 deg: -287.99 arcsec
  mismatch inferred from it: 0.2153 percent
separation at azimuth 180 deg: -323.93 arcsec
  mismatch inferred from it: 0.2422 percent
separation at azimuth 270 deg: -246.95 arcsec
  mismatch inferred from it: 0.1845 percent
mean of 0 and 180 deg: -267.55 arcsec
mean of 90 and 270 deg: -267.47 arcsec
mismatch from 0/180 mean: 0.2000 percent
half-difference 0/180: 56.38 arcsec
half-difference 90/270: -20.52 arcsec
recovered tilt: 60.00 arcsec
recovered tilt direction: 20.00 deg
error of mean of 0 and 90 deg: 18.02 arcsec
largest error of first-order law: 0.190 arcsec
residue of 0/180 mean: 0.051 arcsec
residue of 90/270 mean: 0.126 arcsec
largest residue, any pair: 0.189 arcsec
residue ratio when tilt doubles: 4.0005 (no unit)
largest error, half turn off by 1 deg: 0.52 arcsec
refractive decrement delta: 1.510e-05 (no unit)
refraction shift of substrate peak: 6.81 arcsec
refraction effect on separation: 0.076 arcsec
rough thermal expansion coefficient: 6.0e-06 1/K
peak drift for 1 K: -0.80 arcsec
layer peak full width at half maximum: 33.54 arcsec
interference pull on layer peak: 0.82 arcsec
in-plane angle between exit beams: 0.149 deg
largest out-of-plane exit angle: 0.327 deg
```
